# Mesh convergence of phonon thermal conductivity for power-law lifetimes

## The scaling argument

Near the zone centre $\Gamma$ an acoustic phonon has frequency $\omega=cq$, group velocity $c$ and, at a fixed temperature above zero, its classical heat capacity. If its lifetime varies as $\omega^{-s}$, its contribution to the thermal conductivity varies as $q^{-s}$. This power law contains no length of its own. A mesh of $N\times N\times N$ wave vectors in a cubic crystal with lattice constant $a$ supplies one, the spacing

$$h=\frac{2\pi}{aN}.$$

The conductivity lost near $\Gamma$ is an integral of $q^{-s}$ over a three-dimensional region whose size is set by $h$. It must therefore vary as $h^{3-s}$, that is, as $N^{-(3-s)}$. For $s=2$ this is $1/N$.

The case $s=2$ has a simple physical reading. The number of modes between $q$ and $q+dq$ grows as $q^2dq$ and each contributes in proportion to $q^{-2}$, so equal intervals of low frequency carry equal conductivity. The mesh does not represent a band of width about $ch$, and this width shrinks as $1/N$.

## What is being summed

I use the relaxation-time approximation, with lifetimes known at every mesh point, and units in which $\hbar=k_B=1$. For three equal acoustic branches,

$$\kappa_N=\frac{3}{a^3N^3}\sum_{\mathbf q}{}'\,C\,v_x^2\,\tau,\qquad \tau=\tau_r\left(\frac{\omega_r}{\omega}\right)^s .$$

The prime means that $\Gamma$ is omitted: its acoustic modes are uniform translations and carry no heat. The heat capacity of a mode is $C=(x/\sinh x)^2$ with $x=\omega/2T$.

Mesh and zone both have cubic symmetry, so the sums with $v_x^2$, $v_y^2$ and $v_z^2$ are equal, and $v_x^2$ may be replaced by $v^2/3$. With $F=Cv^2\tau/3$ and $h^3=(2\pi)^3/(a^3N^3)$,

$$\kappa_N=\frac{3}{(2\pi)^3}\,h^3\sum_{\mathbf q}{}'F(\mathbf q),\qquad
\kappa_\infty=\frac{3}{(2\pi)^3}\int_{\rm BZ}F\,d^3q .$$

Near $\Gamma$,

$$F\to A\,q^{-s},\qquad A=\frac{c^2\tau_r}{3}\left(\frac{\omega_r}{c}\right)^s .$$

The integral converges at $\Gamma$ if $s<3$, because $\int q^{2-s}dq$ does. I take $0\le s<3$ until the divergent cases are treated.

The size of the first correction to $Aq^{-s}$ matters later. Consider the simple cubic model

$$\omega^2=\frac{4c^2}{a^2}\sum_i\sin^2\frac{q_ia}{2}.$$

Differentiating gives $2\omega v_i=(2c^2/a)\sin q_ia$, so $v_i=(c^2/a)\sin(q_ia)/\omega$. With $Q=\sum_iq_i^4$, expansion of the sines yields

$$\omega^2\simeq c^2\left(q^2-\frac{a^2Q}{12}\right),\qquad
v^2\simeq c^2\,\frac{q^2-a^2Q/3}{q^2-a^2Q/12}\simeq c^2\left(1-\frac{a^2Q}{4q^2}\right),$$

and $C\simeq1-\omega^2/12T^2$. Since $Q/q^2$ is of order $q^2$, every correction is smaller than the leading term by two powers of $q$. There is no correction of relative order $q$.

## Back-of-envelope coefficient

Each mesh point represents a cell of volume $h^3$, and the cell around $\Gamma$ is left out. Replace it by a sphere of equal volume, with radius $R=h(3/4\pi)^{1/3}$. The missing integral is

$$\int_{q<R}q^{-s}d^3q=4\pi\int_0^Rq^{2-s}dq=\frac{4\pi R^{3-s}}{3-s}=c_s^{\rm sph}\,h^{3-s},$$

$$c_s^{\rm sph}=\frac{4\pi}{3-s}\left(\frac{3}{4\pi}\right)^{(3-s)/3}.$$

For $s=2$ this gives 7.80. The estimate ignores the errors made in all other cells, where the function is represented by its value at the cell centre. For $s=2$ these errors add up to a further loss. It outweighs the small excess that comes from replacing the central cube by a sphere, so the estimate is too low.

To convert such a coefficient into a conductivity, multiply by $3A/(2\pi)^3$ and insert $h$:

$$\frac{3A}{(2\pi)^3}h^{3-s}
=\frac{c^2\tau_r}{(2\pi)^3}\left(\frac{\omega_r}{c}\right)^s\left(\frac{2\pi}{a}\right)^{3-s}N^{-(3-s)}
=K_sN^{-(3-s)},$$

$$K_s=\frac{c^2\tau_r}{a^3}\left(\frac{\omega_ra}{2\pi c}\right)^s .$$

## Controlled derivation

The claim is

$$\kappa_\infty-\kappa_N=c_sK_sN^{-(3-s)}+O\!\left(N^{-(5-s)}\right),\qquad c_s>0 .$$

**Isolating the singularity.** Let $\chi(\mathbf q)$ be a smooth function equal to 1 near $\Gamma$ and zero before the zone boundary. The part $(1-\chi)F$ is smooth and periodic if the branches are smooth away from $\Gamma$, as in the model. Its mesh average differs from its zone average by those Fourier coefficients whose indices are non-zero multiples of $N$. For a smooth function these fall faster than any power of $N$, so this part may be dropped.

The other part is non-zero near $\Gamma$ alone and can be treated in unbounded $\mathbf q$ space. Write

$$\chi F=A\,g+r,\qquad g=q^{-s}e^{-bq^2},\quad b>0 .$$

Both $\chi F$ and $Ag$ begin as $Aq^{-s}$, with corrections two powers higher. The remainder $r$ is therefore of order $q^{2-s}$ near $\Gamma$.

**The leading term.** For $s>0$, the substitution $y=tq^2$ in the definition of the gamma function gives $q^{-s}=\Gamma(s/2)^{-1}\int_0^\infty t^{s/2-1}e^{-tq^2}dt$. Multiplying by $e^{-bq^2}$ and shifting $t$ by $b$,

$$g=\frac1{\Gamma(s/2)}\int_b^\infty(t-b)^{s/2-1}e^{-tq^2}dt .$$

Now both operations act on Gaussians. With $\theta(u)=\sum_ne^{-un^2}$, the mesh sum without the origin is $h^3[\theta(th^2)^3-1]$ and the integral is $(\pi/t)^{3/2}$. Set $u=th^2$. The factors of $h$ are $h^3$ from the cell volume, $h^{2-s}$ from $(t-b)^{s/2-1}$ and $h^{-2}$ from $dt$, so

$$\int g\,d^3q-h^3\sum{}'g=-\frac{h^{3-s}}{\Gamma(s/2)}\int_{bh^2}^\infty(u-bh^2)^{s/2-1}D(u)\,du,$$

$$D(u)=\theta(u)^3-1-\left(\frac{\pi}{u}\right)^{3/2}.$$

The behaviour of $D$ at small $u$ follows from Poisson summation, which replaces a sum over integers by the sum of the Fourier transform at integers:

$$\theta(u)=\sum_m\int e^{-ux^2-2\pi imx}dx=\sqrt{\frac{\pi}{u}}\;\theta\!\left(\frac{\pi^2}{u}\right).$$

Hence $D\to-1$ as $u\to0$, with exponentially small corrections, while $D\to-(\pi/u)^{3/2}$ at large $u$. The integral converges at both ends for $0<s<3$. Shifting $u$ by $bh^2$ turns $D(u)$ into $D(u+bh^2)$. Since $D'$ is bounded and falls as $u^{-5/2}$, this changes the integral by a relative amount of order $h^2$. The leading coefficient is therefore

$$c_s=-\frac1{\Gamma(s/2)}\int_0^\infty u^{s/2-1}D(u)\,du .$$

**Its sign and value.** Put $u=\pi x$ and $P(x)=\theta(\pi x)^3-1$, a sum of $e^{-\pi xn^2}$ over non-zero integer vectors $\mathbf n$. Then

$$D=x^{-3/2}\left[x^{3/2}P(x)-1\right]\ (x\ge1),\qquad D=y^{3/2}P(y)-1\ \left(x<1,\ y=1/x\right).$$

Each term of $x^{3/2}P(x)$ has logarithmic derivative $3/(2x)-\pi n^2$, which is negative for $x\ge1$. So $x^{3/2}P(x)\le P(1)$ there. Since $\theta(\pi)\simeq1+2e^{-\pi}<1.1$, $P(1)<1.1^3-1<1$. Thus $D<0$ everywhere and $c_s>0$: to leading order the mesh loses conductivity.

The same split at $x=1$ gives a form suited to calculation. The elementary pieces are $\int_0^1x^{s/2-1}dx=2/s$ and $\int_1^\infty x^{s/2-5/2}dx=2/(3-s)$. In the remaining piece below $x=1$, substitute $x=1/y$. The result is

$$c_s=\frac{\pi^{s/2}}{\Gamma(s/2)}\left[\frac2s+\frac2{3-s}-J_s\right],\quad
J_s=\int_1^\infty\left(x^{s/2-1}+x^{(1-s)/2}\right)P(x)\,dx .$$

For $s=2$, $c_2=\pi(3-J_2)=8.91$. Two limits check the formula. As $s\to0$, $(s/2)\Gamma(s/2)\to1$ and $c_s\to1$: a bounded summand loses one mesh point. As $s\to3$, $\pi^{3/2}/\Gamma(3/2)=2\pi$ gives $c_s\to4\pi/(3-s)$, the same divergence as in the sphere estimate.

**The remainder.** Divide the neighbourhood of $\Gamma$ smoothly into shells of radius about $2^{-j}$, in units of a fixed wave number. On shell $j$, $r$ has size $2^{-j(2-s)}$ and the shell volume is of order $2^{-3j}$. After rescaling to unit radius, the shell functions are smooth with bounds independent of $j$. By Poisson summation the mesh error of one shell is then at most a constant times

$$2^{-j(5-s)}\left(2^jh\right)^M$$

for any chosen $M>3$. Take $M=6$, which exceeds $5-s$. The bounds then grow with $j$, and their sum over shells wider than $h$ is dominated by the last, where $2^j\sim1/h$. It is of order $h^{5-s}$. The shells inside that radius contain no mesh point except $\Gamma$, which is omitted, and their integral is of order $\int_0^hq^{4-s}dq\sim h^{5-s}$. This proves the stated remainder. For $s=0$ the leading function is a Gaussian, whose mesh error apart from the missing origin is exponentially small, so the claim holds there with $c_0=1$.

When the sound speed depends smoothly on direction, the shell argument can be applied to the whole summand, which has size $2^{js}$ on shell $j$. It then bounds the mesh error by a constant times $h^{3-s}$. The coefficient of $h^{3-s}$ is no longer $c_s$, and neither its sign nor that it is non-zero has been shown here.

## Why linear extrapolation works at $s=2$

For $s=2$, with the pure power law on every branch, the term after $1/N$ is of order $N^{-3}$; there is no $N^{-2}$ term. Therefore

$$2\kappa_{2N}-\kappa_N=\kappa_\infty+O(N^{-3}).$$

This relies on the absence of a $q^{-1}$ term in $F$. Such a term appears if the scattering rate has a correction of relative order $\omega$, or if some branches follow $s=1$. By the result for $s=1$ it adds a mesh error of order $N^{-2}$. Linear extrapolation still removes the $1/N$ part, but its error is then $O(N^{-2})$.

For general $s$ let $p=3-s$ and $\Delta_N=\kappa_\infty-\kappa_N$. Since $\Delta_N\simeq2^p\Delta_{2N}$, the leading error cancels in

$$\kappa_\infty\simeq\frac{2^p\kappa_{2N}-\kappa_N}{2^p-1}.$$

If the linear rule is used regardless of $s$, its error is

$$2\kappa_{2N}-\kappa_N-\kappa_\infty=\Delta_N-2\Delta_{2N}\simeq(2^p-2)\,\Delta_{2N}.$$

It overshoots for $s<2$ and undershoots for $s>2$. When $2^p>3$, which means $s$ below about 1.4, the extrapolated value is worse than the finer mesh result itself.

## Comparison with explicit sums

The simple cubic model is evaluated with round parameters that stand for no particular material: $a=5$ bohr, and in atomic units $c=0.002$, $T=0.001$ (316 K), $\omega_r=0.0005$ and $\tau_r=4\times10^5$. The reference $\kappa_\infty$ comes from a zone integral, not from a mesh limit. The zone is cut into pyramids with apex at $\Gamma$, such as $\mathbf q=(\pi/a)u(1,y,z)$. The volume element supplies $u^2$, and the remaining weight $u^{2-s}$ is built into the quadrature.

For $s=2$,

$$K_2=\frac{(0.002)^2(4\times10^5)}{5^3}\left(\frac{0.0005\times5}{2\pi\times0.002}\right)^2
=0.0128\times0.0396=5.07\times10^{-4}$$

in atomic units. One atomic unit of conductivity is 10786 W/(m K), so $K_2=5.464$ W/(m K) and $c_2K_2=48.71$ W/(m K). The zone integral is $\kappa_\infty=26.98$ W/(m K). The missing fraction should be $g/N$ with $g=48.707/26.977=1.8055$.

| $N$ | $\kappa_N$, W/(m K) | missing | $N\times$ fraction |
|---|---|---|---|
| 8 | 20.85 | 22.7 % | 1.818 |
| 16 | 23.93 | 11.3 % | 1.808 |
| 32 | 25.45 | 5.64 % | 1.806 |
| 128 | 26.60 | 1.41 % | 1.806 |

The last column is already within 1 % of $g$ at $N=8$. The next term, found by subtracting the predicted $1/N$ part, falls with a measured power of 3.02. Extrapolation from $N=16$ and 32 gives $2\times25.4544-23.9287=26.98$ W/(m K), with an error of 0.012 % relative to $\kappa_\infty$. Without extrapolation, an error of 1 % requires $N=g/0.01\simeq181$.

The other exponents follow their own laws:

| $s$ | measured power | $c_s$ mesh | $c_s$ theory | sphere |
|---|---|---|---|---|
| 0 | 3.005 | 1.001 | 1.000 | 1.000 |
| 1 | 2.002 | 2.839 | 2.837 | 2.418 |
| 1.5 | 1.501 | 4.824 | 4.823 | 4.093 |
| 2 | 1.000 | 8.914 | 8.914 | 7.796 |
| 2.5 | 0.500 | 21.39 | 21.39 | 19.80 |

The sphere estimate has the right power and is at most about 15 % below the lattice coefficient in these cases. At $N=32$ the missing part is 0.27 % for $s=1$ but 24 % for $s=2.5$. In the latter case the gap falls as $N^{-1/2}$, so reaching 1 % would take $N\simeq32\times24.26^2\simeq1.9\times10^4$. Extrapolation in the correct variable avoids such meshes.

On the meshes 64 and 128 the linear rule misses by 2.00 times the remaining gap for $s=1$ and by $-0.586$ times for $s=2.5$, as predicted. For $s=0$ the ratio is 6.11 on the meshes 16 and 32 and 6.01 on 64 and 128. It approaches the limit 6 as the correction of relative order $N^{-2}$ dies out.

## Exponents of three and above

For $s\ge3$ the zone integral diverges, and $\kappa_N$ grows without limit. The prefactor found earlier gives the contribution of the region near $\Gamma$ as

$$\kappa_N\simeq K_sN^{s-3}\sum_{\mathbf n}{}'|\mathbf n|^{-s},$$

with the sum cut off at $|\mathbf n|$ of order $N$. At $s=3$ the sum behaves as $4\pi\int dn/n$, so $\kappa_N$ grows as $4\pi K_3\ln N$ and each doubling of $N$ adds $4\pi K_3\ln2$. From $N=64$ to 128 the mesh sums grow by 9.468 W/(m K), against a predicted 9.469 W/(m K).

For $s>3$ the sum converges and $\kappa_N$ grows as $N^{s-3}$. Its value follows from the same Gaussian representation, now without subtracting the integral. The part below $x=1$ contains $\int_0^1x^{s/2-5/2}dx=2/(s-3)$, and the total is

$$\sum_{\mathbf n}{}'|\mathbf n|^{-s}=\frac{\pi^{s/2}}{\Gamma(s/2)}\left[J_s+\frac2{s-3}-\frac2s\right],$$

which is $-c_s$ with the formula for $c_s$ continued past $s=3$. For $s=4$ the predicted growth from $N=64$ to 128 is $64K_4\sum'|\mathbf n|^{-4}=228.83$ W/(m K), and the mesh sums give 228.80 W/(m K). No extrapolation can help here, since this scattering law alone has no bulk conductivity.

## Shifted meshes and bounded lifetimes

Shifting the mesh by half a spacing in each direction avoids $\Gamma$, so no point is omitted. The $-1$ in $D$ disappears and $\theta$ is replaced by

$$\theta_h(u)=\sum_ne^{-u(n+1/2)^2}=\sqrt{\frac{\pi}{u}}\sum_m(-1)^me^{-\pi^2m^2/u}.$$

The alternating sum is smaller than 1, so $\theta_h^3-(\pi/u)^{3/2}$ is negative, and for $0<s<3$ the coefficient is again positive and the scaling with $h$ is unchanged. At $s=0$ no point is lost: the integral stays finite while $1/\Gamma(s/2)\to0$, so the $N^{-3}$ term is absent. For $s=2$ the coefficient is 5.49 in place of 8.91; the mesh sum at $N=64$ also gives 5.49. The shift reduces the error by about 38 % but leaves the $1/N$ law intact.

The law does change if a second process limits the lifetime at low frequency. Take

$$\tau=\frac{\tau_r\omega_r^2}{\omega^2+\omega_b^2}.$$

Once the mesh resolves the bound, $ch\ll\omega_b$, the summand near $\Gamma$ is finite, as for $s=0$. The loss is one mesh point,

$$\kappa_\infty-\kappa_N\simeq\frac{c^2\tau_r\omega_r^2}{a^3\omega_b^2}\,N^{-3}.$$

With $\omega_b=0.0002$ hartree the measured power is 3.005, and the missing part at $N=64$ is 0.017 %, compared with 2.8 % for the unbounded law. Removing the divergence of the lifetime removes the $1/N$ term, which identifies the long-lived modes near $\Gamma$ as its source. On meshes too coarse to resolve the bound, $ch\gg\omega_b$, the sum cannot distinguish the two lifetimes at its smallest wave vectors. A linear trend seen there leads to the conductivity of the unbounded law, which is higher than the bounded one. Integrating the difference of the two summands near $\Gamma$ gives an excess of about $2\pi^2\omega_b/(c_2ch)\simeq2.2\,\omega_b/(ch)$ times the gap $c_2K_2/N$. This is the leading order in $\omega_b$ and needs $\omega_b$ small against the zone-boundary frequencies; at $\omega_b=0.0002$ hartree it gives 8.6 W/(m K), while the excess in the model is 7.4 W/(m K). Linear extrapolation therefore still removes most of the error while $ch\gg\omega_b$, but it can be worse than the finer mesh result itself before $ch$ on that mesh has fallen to $2\omega_b$.

Two further conditions limit the use of the result. The lowest modes are taken as classical, which $ch\ll T$ ensures. The lifetimes must also be converged: if they are themselves computed on the same mesh, their error adds a dependence on $N$ that this derivation does not describe. The numerical output below gives the full set of values.

## Table of computed values

```
MODEL INPUT
lattice constant a = 5.0 bohr
sound speed c = 0.0020 a.u. of velocity
temperature = 0.0010 hartree = 315.8 K
reference frequency = 0.0005 hartree
lifetime at that frequency = 4.0e+05 a.u. of time
1 a.u. of conductivity = 10786.16 W/(m K)
EXPONENT s = 2
K_2 = 5.4643 W/(m K)
c_2 = 8.91363, sphere estimate 7.79555
c_2*K_2 = 48.7071 W/(m K)
zone integral kappa_inf = 26.9770 W/(m K)
predicted N*(missing fraction) g = 1.8055
N=  8: kappa=20.8468 W/(m K), missing=22.724 %, N*fraction=1.8179
N= 16: kappa=23.9287 W/(m K), missing=11.300 %, N*fraction=1.8079
N= 32: kappa=25.4544 W/(m K), missing=5.644 %, N*fraction=1.8061
N= 64: kappa=26.2159 W/(m K), missing=2.821 %, N*fraction=1.8056
N=128: kappa=26.5965 W/(m K), missing=1.411 %, N*fraction=1.8055
mesh N for 1 % missing = 181
measured power of 1/N in the next term = 3.021
linear extrapolation from 16, 32 = 26.9802 W/(m K)
its relative error = 0.0117 %
OTHER EXPONENTS (gap = kappa_inf - kappa_N)
linear rule: its error / gap at the finer mesh of the pair
s=0.0: kappa_inf=40.823 W/(m K), missing at N=32: 0.0104 %
  power of 1/N: measured 3.0048, law 3.0
  c_s: mesh 1.0011, theory 1.0000, sphere 1.0000
  linear rule: 16,32: 6.110; 64,128: 6.007; limit 6.000
s=1.0: kappa_inf=28.268 W/(m K), missing at N=32: 0.2697 %
  power of 1/N: measured 2.0019, law 2.0
  c_s: mesh 2.8385, theory 2.8373, sphere 2.4180
  linear rule: 16,32: 2.022; 64,128: 2.001; limit 2.000
s=1.5: kappa_inf=25.902 W/(m K), missing at N=32: 1.2612 %
  power of 1/N: measured 1.5010, law 1.5
  c_s: mesh 4.8238, theory 4.8227, sphere 4.0933
  linear rule: 16,32: 0.836; 64,128: 0.829; limit 0.828
s=2.0: kappa_inf=26.977 W/(m K), missing at N=32: 5.6440 %
  power of 1/N: measured 1.0003, law 1.0
  c_s: mesh 8.9143, theory 8.9136, sphere 7.7956
  linear rule: 16,32: 0.002; 64,128: 0.000; limit 0.000
s=2.5: kappa_inf=37.994 W/(m K), missing at N=32: 24.2589 %
  power of 1/N: measured 0.5000, law 0.5
  c_s: mesh 21.3917, theory 21.3915, sphere 19.7951
  linear rule: 16,32: -0.586; 64,128: -0.586; limit -0.586
DIVERGENT CASES, kappa(128) - kappa(64)
s=3: mesh 9.4684, law 9.4690 W/(m K)
s=4: mesh 228.8008, law 228.8291 W/(m K)
CONTROLS
half-shifted mesh, s=2: c mesh 5.4879, theory 5.4901
bounding frequency = 0.0002 hartree
bounded lifetime: measured power of 1/N = 3.0047
bounded lifetime: missing at N=64: 0.01680 %
```
